**Layer doubling for stacked scattering layers: accuracy, stability and number of doublings**

The program combines the transmission matrices T and reflection matrices R of two stacks and repeats the step, so that n doublings describe 2^n layers. The model is a crystal of s-wave scattering wells with layer spacing d and absorptive potential Vi; mu is the decay exponent per layer of its slowest Bloch wave, and v is that wave's group velocity along the normal. The program asserts that the composed matrices agree within 1e-6 with a real-space multiple-scattering solution, both for three unlike layers at oblique incidence and for up to 16 equal layers. It also asserts that the transfer-matrix reflection is wrong at 16 layers and that overflow occurs within two layers of the position predicted from the largest transfer-matrix eigenvalue, whose logarithm the output shows to agree with the largest beam decay constant times d; the output shows errors of order one or more from four layers on, and overflow at layer 46. Further assertions cover the half-crystal limit after 20 doublings, the conditioning of the inverse, the amplification of noise and the closed form for one beam. For a specular reflection error of 1e-8, the doublings needed must equal the estimate log2(ln(2/1e-8)/(2 mu)), rounded up, or be one fewer. As Vi falls from 0.16 to 0.01 hartree, the number needed rises from 4 to 7 at the band energy and from 3 to 4 at the gap energy. At the band energy and Vi = 0.01 hartree, mu agrees with Vi d/v within the asserted 3 percent.

## Program and output

```python
"""Layer doubling for a stack of scattering layers (Hartree atomic units).

Result under test: two stacks A (left) and B (right) combine as
  T+ = TB+ X TA+,  R-+ = RA-+ + TA- RB-+ X TA+,  X = 1/(1 - RA+- RB-+),
this stays accurate where transfer-matrix products fail, and the number n of
doublings for a reflection error eps is about log2( ln(C/eps) / (2 mu) ).

Symbols: E energy above the constant interlayer potential, Vi absorption
(energy E + i Vi), kappa = sqrt(2(E + i Vi)), kz normal wave number of a beam,
a lattice constant, c vector from one layer to the next, d = c_z,
f s-wave scattering amplitude, mu decay exponent per layer of the slowest
Bloch wave, lam its Bloch factor, v its group velocity along the normal.
A stack is the tuple (T+, T-, R-+, R+-); R-+ is reflection from the left.
"""
import numpy as np
from scipy import constants
from scipy.linalg import ordqz

a, d = 5.0, 4.0
area = a * a
well_depth, well_radius = 1.0, 2.0
stack_vector = np.array([a / 2, a / 2, d])
normal = np.zeros(2)
shell_limit = 10
E_band, E_gap = 0.45, 0.20
eps = 1e-8


def wave_number(E, Vi):
    return np.sqrt(2 * (E + 1j * Vi))


def amplitude(kappa, depth):
    """s-wave amplitude of a spherical well, by matching at its radius."""
    q = np.sqrt(kappa**2 + 2 * depth)
    L = q / np.tan(q * well_radius)
    x = kappa * well_radius
    return (np.cos(x) - L * np.sin(x) / kappa) / ((L - 1j * kappa) * np.exp(1j * x))


def lattice_sum(kappa, point, kpar):
    """Sum of exp(i k.R) exp(i kappa s)/s, s = |point - R|, without s = 0."""
    rmax = 32 / kappa.imag
    m = int(rmax / a) + 2
    line = a * np.arange(-m, m + 1)
    X, Y = np.meshgrid(line, line)
    s = np.sqrt((point[0] - X)**2 + (point[1] - Y)**2 + point[2]**2)
    keep = (s > 1e-9) & (s < rmax)
    s = s[keep]
    terms = np.exp(1j * kappa * s) / s
    if np.any(kpar):
        terms = terms * np.exp(1j * (kpar[0] * X[keep] + kpar[1] * Y[keep]))
    return terms.sum()


def beam_vectors(kappa, kpar, limit=shell_limit):
    """Wave vectors K+ and K- of all beams, one per row; specular beam first."""
    m = int(np.sqrt(limit)) + 1
    idx = [(i, j) for i in range(-m, m + 1) for j in range(-m, m + 1)
           if i * i + j * j <= limit]
    idx.sort(key=lambda p: p[0]**2 + p[1]**2)
    par = np.array(idx) * 2 * np.pi / a + kpar
    kz = np.sqrt(kappa**2 - (par**2).sum(axis=1))
    return np.column_stack([par, kz]), np.column_stack([par, -kz])


def layer(E, Vi, depth=well_depth, c=stack_vector, kpar=normal, limit=shell_limit):
    """One layer, with wave origins half a stacking vector to either side."""
    kappa = wave_number(E, Vi)
    Kp, Km = beam_vectors(kappa, kpar, limit)
    D0 = lattice_sum(kappa, np.zeros(3), kpar)
    f_eff = 1 / (1 / amplitude(kappa, depth) - D0)
    w = np.outer(2j * np.pi * f_eff / (area * Kp[:, 2]), np.ones(len(Kp)))
    t = np.eye(len(Kp)) + w
    pp, pm = np.exp(1j * Kp @ c / 2), np.exp(-1j * Km @ c / 2)
    return (pp[:, None] * t * pp, pm[:, None] * t * pm,
            pm[:, None] * w * pp, pp[:, None] * w * pm)


def compose(A, B):
    TpA, TmA, RmpA, RpmA = A
    TpB, TmB, RmpB, RpmB = B
    one = np.eye(len(TpA))
    right = np.linalg.solve(one - RpmA @ RmpB, TpA)
    left = np.linalg.solve(one - RmpB @ RpmA, TmB)
    return (TpB @ right, TmA @ left,
            RmpA + TmA @ RmpB @ right, RpmB + TpB @ RpmA @ left)


def real_space_stack(E, Vi, depths, c=stack_vector, kpar=normal):
    """Same four matrices from site amplitudes coupled by real-space sums."""
    N, kappa = len(depths), wave_number(E, Vi)
    Kp, Km = beam_vectors(kappa, kpar)
    sums = {n: lattice_sum(kappa, n * c, kpar) for n in range(1 - N, N)}
    D = np.array([[sums[n - m] for m in range(N)] for n in range(N)])
    M = np.diag([1 / amplitude(kappa, v) for v in depths]) - D
    pos = np.outer(np.arange(N) + 0.5, c)
    end = N * c
    site_p = np.linalg.solve(M, np.exp(1j * pos @ Kp.T))
    site_m = np.linalg.solve(M, np.exp(1j * (pos - end) @ Km.T))
    pref = (2j * np.pi / (area * Kp[:, 2]))[:, None]
    out_p = pref * np.exp(1j * Kp @ (end - pos).T)
    out_m = pref * np.exp(-1j * Km @ pos.T)
    return (np.diag(np.exp(1j * Kp @ end)) + out_p @ site_p,
            np.diag(np.exp(-1j * Km @ end)) + out_m @ site_m,
            out_m @ site_p, out_p @ site_m)


def bloch(S):
    """Slowest decaying Bloch factor and half-crystal reflection, one layer only."""
    Tp, Tm, Rmp, Rpm = S
    n = len(Tp)
    one, zero = np.eye(n), np.zeros((n, n))
    left = np.block([[Tp, zero], [Rmp, -one]])
    right = np.block([[one, -Rpm], [zero, -Tm]])
    _, _, al, be, _, Z = ordqz(left, right, sort='iuc', output='complex')
    assert np.sum(np.abs(al) < np.abs(be)) == n
    lam = al[:n] / be[:n]
    return lam[np.argmax(np.abs(lam))], Z[n:, :n] @ np.linalg.inv(Z[:n, :n])


def max_diff(A, B):
    return max(np.abs(x - y).max() for x, y in zip(A, B))


print(f"lattice constant {a:.1f} bohr, layer spacing {d:.1f} bohr")
print(f"well depth {well_depth:.1f} hartree, well radius {well_radius:.1f} bohr")

# Scattering amplitude against its integral form, by Gauss quadrature.
kap = wave_number(E_band, 0.16)
f = amplitude(kap, well_depth)
q = np.sqrt(kap**2 + 2 * well_depth)
x, wt = np.polynomial.legendre.leggauss(40)
r, wt = well_radius * (x + 1) / 2, wt * well_radius / 2
edge = np.sin(kap * well_radius) / kap + f * np.exp(1j * kap * well_radius)
u = edge * np.sin(q * r) / np.sin(q * well_radius)
f_int = 2 * well_depth * np.sum(wt * np.sin(kap * r) / kap * u)
assert abs(f - f_int) < 1e-10
print(f"amplitude f at E=0.45, Vi=0.16 hartree: {f.real:.5f} {f.imag:+.5f}i bohr")

# Lattice of spherical waves against its beam expansion.
kpar_test = np.array([0.2, 0.1])
point = np.array([0.7, 1.1, 4.0])
Kp, Km = beam_vectors(kap, kpar_test)
beam_sum = np.sum(2j * np.pi / (area * Kp[:, 2]) * np.exp(1j * Kp @ point))
diff = abs(beam_sum - lattice_sum(kap, point, kpar_test))
assert diff < 1e-6
print(f"beam expansion minus lattice sum: {diff:.1e} 1/bohr")

# Three unlike layers, oblique incidence, skew stacking: all four matrices.
skew = np.array([1.5, 0.5, d])
depths = [1.0, 0.6, 1.4]
parts = [layer(E_band, 0.16, v, skew, kpar_test) for v in depths]
three = compose(compose(parts[0], parts[1]), parts[2])
diff = max_diff(three, real_space_stack(E_band, 0.16, depths, skew, kpar_test))
assert diff < 1e-6
assert np.abs(three[2] - three[3]).max() > 1e-3
print(f"three unlike layers, largest deviation from real space: {diff:.1e}")

# Doubling and transfer matrix against real space, equal layers.
Vi_test = 0.04
one_layer = layer(E_band, Vi_test)
Tp, Tm, Rmp, Rpm = one_layer
nb = len(Tp)
inv_T = np.linalg.inv(Tm)
transfer = np.block([[Tp - Rpm @ inv_T @ Rmp, Rpm @ inv_T], [-inv_T @ Rmp, inv_T]])
Kp, Km = beam_vectors(wave_number(E_band, Vi_test), normal)
gamma_max = Kp[:, 2].imag.max()
print(f"beams {nb}, largest decay constant {gamma_max:.4f} 1/bohr")
print(f"growth exponent per layer, Gamma_max*d: {gamma_max * d:.3f}")
print(f"Specular reflection errors, E={E_band} Vi={Vi_test} hartree:")
stack, product, made = one_layer, transfer.copy(), 1
for N in (1, 2, 4, 8, 16):
    if N > 1:
        stack = compose(stack, stack)
    while made < N:
        product = transfer @ product
        made += 1
    ref = real_space_stack(E_band, Vi_test, [well_depth] * N)
    R_tm = -np.linalg.solve(product[nb:, nb:], product[nb:, :nb])
    err_double = abs(stack[2][0, 0] - ref[2][0, 0])
    err_transfer = abs(R_tm[0, 0] - ref[2][0, 0])
    assert max_diff(stack, ref) < 1e-6
    print(f"  N={N:2d} |R|={abs(ref[2][0, 0]):.6f} doubling {err_double:.1e}"
          f" transfer {err_transfer:.1e}")
assert not err_transfer < 1e-3

with np.errstate(all='ignore'):
    while np.all(np.isfinite(product)) and made < 500:
        product = transfer @ product
        made += 1
growth = np.log(np.abs(np.linalg.eigvals(transfer)).max())
N_overflow = np.log(np.finfo(float).max) / growth
assert abs(made - N_overflow) <= 2
print(f"log of largest transfer eigenvalue: {growth:.3f}")
print(f"overflow layer: predicted {N_overflow:.1f}, found {made}")

# Long stacks: conditioning, noise amplification, half-crystal limit.
rng = np.random.default_rng(1)
noise = 1e-10
noisy = tuple(M + noise * rng.uniform(-1, 1, M.shape) for M in one_layer)
stack, worst = one_layer, 0.0
for n in range(20):
    worst = max(worst, np.linalg.cond(np.eye(nb) - stack[3] @ stack[2]))
    stack, noisy = compose(stack, stack), compose(noisy, noisy)
lam, R_inf = bloch(one_layer)
limit_diff = np.abs(stack[2] - R_inf).max()
amplification = abs(noisy[2][0, 0] - stack[2][0, 0]) / noise
assert all(np.all(np.isfinite(M)) for M in stack)
assert limit_diff < 1e-9 and worst < 1e4 and amplification < 1e3
print(f"20 doublings = {2**20} layers: deviation from Bloch limit {limit_diff:.1e}")
print(f"largest condition number of 1-RR: {worst:.2f}")
print(f"noise amplification in specular R: {amplification:.2f}")

# One-beam closed form for finite stacks.
single = layer(E_band, Vi_test, limit=0)
lam1, r1 = bloch(single)
r1 = r1[0, 0]
for n in range(3):
    single = compose(single, single)
z = lam1**16
assert abs(single[2][0, 0] - r1 * (1 - z) / (1 - r1**2 * z)) < 1e-10
assert abs(single[0][0, 0] - lam1**8 * (1 - r1**2) / (1 - r1**2 * z)) < 1e-10
print(f"one-beam model: |r|={abs(r1):.4f}, C=|r(1-r^2)|={abs(r1 * (1 - r1**2)):.4f}")

# Doublings needed as a function of absorption, in a band and in a gap.
Vi_values = (0.16, 0.08, 0.04, 0.02, 0.01)
hartree_eV = constants.value('Hartree energy in eV')
print(f"largest Vi {Vi_values[0]} hartree = {Vi_values[0] * hartree_eV:.3f} eV")
print(f"Doublings for specular error {eps:.0e}, estimate with C=2:")
mu = {}
for name, E in (("band", E_band), ("gap", E_gap)):
    for Vi in Vi_values:
        S = layer(E, Vi)
        lam, R_inf = bloch(S)
        mu[name, Vi] = -np.log(abs(lam))
        estimate = np.log2(np.log(2 / eps) / (2 * mu[name, Vi]))
        errors = []
        for n in range(13):
            errors.append(abs(S[2][0, 0] - R_inf[0, 0]))
            S = compose(S, S)
        needed = next(n for n, e in enumerate(errors) if e < eps)
        predicted = int(np.ceil(estimate))
        assert needed in (predicted - 1, predicted)
        print(f"  {name} E={E:.2f} Vi={Vi:.2f} hartree: mu={mu[name, Vi]:.5f}"
              f" log2={estimate:.3f} predicted {predicted} needed {needed}")
        if name == "band" and Vi == 0.01:
            rate = np.log(errors[5] / errors[6]) / 64
            err32, err64 = errors[5], errors[6]

# Error decay rate, group-velocity law and the contrast of band and gap.
assert abs(rate / mu["band", 0.01] - 1) < 0.03
print(f"band, Vi=0.01: error {err32:.3e} at 32 layers, {err64:.3e} at 64")
print(f"decay exponent from these errors: {rate:.5f} per layer")
h = 0.005
lam_up, lam_down = (bloch(layer(E_band + s * h, 0.01))[0] for s in (1, -1))
v = d * 2 * h / np.angle(lam_up / lam_down)
mu_v = 0.01 * d / v
assert abs(mu_v / mu["band", 0.01] - 1) < 0.03
print(f"group velocity {v:.4f} a.u., free value {np.sqrt(2 * E_band):.4f} a.u.")
print(f"mu from Vi*d/v at Vi=0.01 hartree: {mu_v:.5f}")
ratio_band = mu["band", 0.01] / mu["band", 0.02]
ratio_gap = mu["gap", 0.01] / mu["gap", 0.02]
assert abs(ratio_band - 0.5) < 0.02 and ratio_gap > 0.95
print(f"mu(0.01)/mu(0.02): band {ratio_band:.4f}, gap {ratio_gap:.4f}")
print("all good")
```

Printed output:

```
lattice constant 5.0 bohr, layer spacing 4.0 bohr
well depth 1.0 hartree, well radius 2.0 bohr
amplitude f at E=0.45, Vi=0.16 hartree: 0.52253 +1.13698i bohr
beam expansion minus lattice sum: 6.9e-09 1/bohr
three unlike layers, largest deviation from real space: 8.9e-10
beams 37, largest decay constant 3.8589 1/bohr
growth exponent per layer, Gamma_max*d: 15.436
Specular reflection errors, E=0.45 Vi=0.04 hartree:
  N= 1 |R|=0.603077 doubling 3.5e-17 transfer 8.3e-16
  N= 2 |R|=0.347827 doubling 2.3e-08 transfer 2.0e-08
  N= 4 |R|=0.397034 doubling 1.7e-08 transfer 9.9e+00
  N= 8 |R|=0.415905 doubling 1.4e-08 transfer 4.2e+00
  N=16 |R|=0.417093 doubling 1.3e-08 transfer 1.4e+00
log of largest transfer eigenvalue: 15.436
overflow layer: predicted 46.0, found 46
20 doublings = 1048576 layers: deviation from Bloch limit 1.1e-15
largest condition number of 1-RR: 1.60
noise amplification in specular R: 0.55
one-beam model: |r|=0.4496, C=|r(1-r^2)|=0.3603
largest Vi 0.16 hartree = 4.354 eV
Doublings for specular error 1e-08, estimate with C=2:
  band E=0.45 Vi=0.16 hartree: mu=1.07328 log2=3.155 predicted 4 needed 4
  band E=0.45 Vi=0.08 hartree: mu=0.58282 log2=4.035 predicted 5 needed 4
  band E=0.45 Vi=0.04 hartree: mu=0.29938 log2=4.996 predicted 5 needed 5
  band E=0.45 Vi=0.02 hartree: mu=0.15083 log2=5.986 predicted 6 needed 6
  band E=0.45 Vi=0.01 hartree: mu=0.07556 log2=6.983 predicted 7 needed 7
  gap E=0.20 Vi=0.16 hartree: mu=1.29577 log2=2.883 predicted 3 needed 3
  gap E=0.20 Vi=0.08 hartree: mu=1.12029 log2=3.093 predicted 4 needed 4
  gap E=0.20 Vi=0.04 hartree: mu=1.06024 log2=3.172 predicted 4 needed 4
  gap E=0.20 Vi=0.02 hartree: mu=1.04337 log2=3.195 predicted 4 needed 4
  gap E=0.20 Vi=0.01 hartree: mu=1.03901 log2=3.201 predicted 4 needed 4
band, Vi=0.01: error 2.946e-03 at 32 layers, 2.343e-05 at 64
decay exponent from these errors: 0.07554 per layer
group velocity 0.5300 a.u., free value 0.9487 a.u.
mu from Vi*d/v at Vi=0.01 hartree: 0.07547
mu(0.01)/mu(0.02): band 0.5010, gap 0.9958
all good
```
